# Energy error from fitting stripe domains into a periodic box

## The choice of box length

A phase-field calculation of ferroelectric stripes needs a box length before it can start. If the box is periodic along the stripe normal, it holds a whole number of stripe periods, and the stripes are stretched or squeezed to fit. One may match the box to the natural period, which must then be known beforehand, or make the box so long that the misfit is harmless, for which an upper estimate of the period is enough. The second choice needs a length, and for one-percent accuracy in the domain energy that length is about three and a half natural periods.

Let the stripes be straight, with walls perpendicular to the box length $L$, and let up and down stripes have equal width $w$. One period is $2w$. The energy per unit film area is taken as

$$f(w)=\frac{A}{w}+Bw,\qquad A,B>0 .$$

The first term counts walls, one per width $w$. The second is the stray-field energy, which grows as the stripes widen. Contributions that do not depend on $w$, such as the bulk Landau energy, are left out, and percentages below refer to the minimum of $f$ alone.

## The misfit energy

Setting the derivative to zero gives $-A/w^2+B=0$, so the free optimum is

$$w_0=\sqrt{A/B},\qquad f_0=\frac{A}{w_0}+Bw_0=2\sqrt{AB}.$$

The second derivative $2A/w^3$ is positive, so this is the minimum. Both terms equal $f_0/2$ there. With $x=w/w_0$ the relative excess energy is therefore

$$e=\frac{f}{f_0}-1=\frac12\left(x+\frac1x\right)-1=\frac{(x-1)^2}{2x}.$$

A box with $n$ periods has $L=2nw$. Measure its length in natural periods, $r=L/(2w_0)$. Then $x=r/n$ and

$$e_n(r)=\frac12\left(\frac rn+\frac nr\right)-1=\frac{(r-n)^2}{2rn}.$$

The coefficients $A$ and $B$ have dropped out; they enter only through the unit of length.

Assume first that the calculation finds the best count. Adding one period changes the excess by

$$e_{n+1}-e_n=\frac12\left[r\left(\frac1{n+1}-\frac1n\right)+\frac1r\right]=\frac12\left[\frac1r-\frac{r}{n(n+1)}\right].$$

This is negative while $n(n+1)<r^2$ and positive afterwards. The count $n$ is thus best for

$$n(n-1)\le r^2\le n(n+1),$$

and counts $n$ and $n+1$ tie at $r^2=n(n+1)$. For fixed $n$ the excess is a convex function of $r$ with its zero at $r=n$, so within each interval it is largest at an end. For boxes longer than one natural period, the ties are therefore the local worst cases.

## The envelope and its first correction

At a tie, putting the two fractions over a common denominator gives

$$e=\frac12\left(\sqrt{\frac{n+1}{n}}+\sqrt{\frac{n}{n+1}}\right)-1=\frac{2n+1}{2\sqrt{n(n+1)}}-1 .$$

Since $(2n+1)^2=4n(n+1)+1=4r^2+1$, this equals $\sqrt{4r^2+1}/(2r)-1$. The peaks lie on the curve

$$E(r)=\sqrt{1+\frac{1}{4r^2}}-1 .$$

The curve also bounds the excess between the peaks. The claim $e_n\le E$ says

$$\frac12\left(\frac rn+\frac nr\right)\le\sqrt{1+\frac1{4r^2}} .$$

Both sides are positive and may be squared. Multiplying by $4r^2n^2$ gives $(r^2+n^2)^2\le n^2(4r^2+1)$, and subtracting $4r^2n^2$ leaves

$$(r^2-n^2)^2\le n^2\quad\Longleftrightarrow\quad n(n-1)\le r^2\le n(n+1).$$

This is the interval in which $n$ is the best count. The bound therefore holds for every $r>0$, with equality at the ties.

For long boxes, use $\sqrt{1+u}=1+u/2-u^2/8+\dots$ with $u=1/(4r^2)$:

$$E(r)=\frac1{8r^2}-\frac1{128r^4}+\dots=\frac{1}{8r^2}\left(1-\frac{1}{16r^2}+\dots\right).$$

The leading term has a simple origin. The length per period misses its natural value by at most about half a period shared among $r$ periods, so $|x-1|\approx1/(2r)$, and the energy is quadratic in that strain: $e\approx(x-1)^2/2$. The first correction is negative, because $\sqrt{1+u}<1+u/2$. The leading term is thus itself a safe bound. At $r=3.5$ the correction is only half a percent of the bound.

There is no $1/r^3$ term when the length is measured by $r$. In terms of the count, the same peaks behave as

$$\frac1{8n(n+1)}=\frac1{8n^2}\left(1-\frac1n+\dots\right),$$

whose correction is much larger. The box length is the better expansion variable.

In the opposite limit, $r\to0$, the best count is $n=1$ and $e\approx1/(2r)$: the box forces narrow stripes and wall energy dominates. A real calculation may then leave the stripe state altogether, which this energy law does not describe.

## The length for a given tolerance

Let $t$ be the allowed relative excess. Requiring $E(r)\le t$ gives $1+1/(4r^2)\le(1+t)^2$, hence

$$r\ge r_{\rm env}=\frac{1}{2\sqrt{2t+t^2}}=\frac1{\sqrt{8t}}\left(1-\frac t4+\dots\right).$$

The correction follows from $(1+t/2)^{-1/2}=1-t/4+\dots$. For $t=0.01$ the leading estimate is 3.536 periods and the full envelope gives 3.527.

The envelope is sufficient, but it touches the true error only at ties. To find the shortest length beyond which every box succeeds, solve $e=t$ for the width ratio $x$:

$$x+\frac1x=2(1+t)\quad\Rightarrow\quad x_\pm=1+t\pm\sqrt{2t+t^2}.$$

The peak at the tie of $n$ and $n+1$ is acceptable if $n(n+1)\ge1/[4(2t+t^2)]$. Let $N$ be the smallest such $n$. If $N>1$, the tie before it fails; if $N=1$, there is no earlier tie, but very short boxes fail. Beyond that failure $N$ is the best count, and its error falls to $t$ at $r=Nx_-$. It then stays below $t$, since the end of this interval and all later peaks are acceptable. The sharp threshold is

$$r_*=N\left(1+t-\sqrt{2t+t^2}\right).$$

For one percent, $2t+t^2=0.0201$, whose square root is 0.1418. The condition reads $n(n+1)\ge12.44$. The value $3\cdot4=12$ just misses it, so $N=4$ and

$$r_*=4\times0.8682=3.473,\qquad L_*=2w_0r_*=6.95\,w_0 .$$

A direct search over box lengths from 0.3 to 20 periods in steps of 0.001, with counts from 1 to 30, confirmed the envelope. It also reproduced the sharp thresholds for tolerances of 2, 1 and 0.5 percent to within 0.002 periods.

The narrow miss at $n=3$ matters when the number is read. The peak there is 1.036 percent. If the tolerance were relaxed to that value, $N$ would become 3 and the threshold would drop to about 2.60 periods. The sharp threshold jumps as the tolerance varies, whereas the envelope changes smoothly and is the safer figure for planning.

## Errors in the width

A small energy error does not imply a small error in the stripes. Expanding the limiting width ratios gives

$$x_\pm-1=\pm\sqrt{2t}+t+\dots .$$

At one percent in energy, the width may be 13 percent too small or 15 percent too large. A quantity proportional to $w$ inherits this first-order error. To hold the width itself to one percent, set $1/(2r)\approx0.01$, which requires about 50 periods at leading order.

The same insensitivity helps when the period is roughly known. A box made for one period meets the energy tolerance if the estimated width lies between 0.868 and 1.152 times the true $w_0$. Because $w_0^2=A/B$, the estimate of $A/B$ may be about 25 percent low or 33 percent high. Such a box cannot represent a pattern with a longer repeat length, so this option requires a uniform stripe pattern.

## A count that is not the best

A relaxation can also stop in a local minimum with the wrong number of periods. Suppose the count is one below the best, $k=n-1$. The worst case is the upper tie, $r^2=n(n+1)$. Solving for $n$,

$$n=-\frac12+\sqrt{r^2+\frac14}=r-\frac12+\frac1{8r}+O(r^{-3}),\qquad k=r-\frac32+\frac1{8r}+O(r^{-3}).$$

Inserting this in the misfit energy gives

$$e_k=\frac{(r-k)^2}{2rk}=\frac{9}{8r^2}\left(1+\frac{4}{3r}+O(r^{-2})\right).$$

The factor 9 arises because the misfit is one and a half periods instead of one half. The correction is now of relative order $1/r$. The factor $1/k$ contributes $3/(2r)$ to it, and the square of $r-k=\frac32-\frac1{8r}+\dots$ contributes $-1/(6r)$. For a count one above the best, the worst case is the lower tie, where $k\approx r+3/2$ and the correction has the opposite sign. Too few periods is therefore the worse case at large $r$.

The one-percent length follows from the allowed width ratios. With one period too few, the largest ratio $x$ is $\sqrt{n(n+1)}/(n-1)$, which decreases with $n$. It is 1.165 for $n=10$ and 1.149 for $n=11$, while the limit is 1.152. With one too many, the smallest ratio is $\sqrt{n(n-1)}/(n+1)$, which increases with $n$. It is 0.862 for $n=10$ and 0.874 for $n=11$, while the limit is 0.868. The last failure thus belongs to $n=10$ with nine periods, and it ends at

$$r=\sqrt{10\cdot11}=10.49 .$$

This is 3.02 times the length needed with the best count. The direct search gave the same threshold to within 0.002 periods.

## A ferroelectric layer between paraelectric layers

Consider a layer of thickness $d=20$ nm with 180° stripes, polarization $P=50$ uC/cm², and wall energy $\sigma=100$ mJ/m². Its relative permittivities are $\varepsilon_x=100$ along the stripe normal and $\varepsilon_z=40$ along the polarization. Thick paraelectric layers with $\varepsilon_s=300$ lie on both sides.

Each width $w$ contains one wall of height $d$, so $A=\sigma d=100\times20=2000$ (mJ/m²) nm. For $B$, write the alternating charge $\pm P$ on a face as

$$\rho(x)=\sum_{m\ \rm odd}\rho_m\sin k_mx,\qquad \rho_m=\frac{4P}{m\pi},\quad k_m=\frac{m\pi}{w}.$$

Outside, a harmonic of the potential decays as $e^{-kz}$. In the layer, Poisson's equation requires $\varepsilon_zq^2=\varepsilon_xk^2$ for the decay rate $q$. If the layer is thick compared with $1/q$, the two faces are independent. The jump in normal displacement equals the charge:

$$\varepsilon_0(\varepsilon_sk_m+\varepsilon_zq_m)\phi_m=\rho_m,\qquad \varepsilon_zq_m=k_m\sqrt{\varepsilon_x\varepsilon_z}.$$

The energy per area of one face is half the average of $\rho\phi$. The average of $\sin^2$ supplies another half. Two faces then give

$$Bw=2\cdot\frac14\sum_{m\ \rm odd}\rho_m\phi_m=\frac{8P^2w}{\pi^3\varepsilon_0(\varepsilon_s+\sqrt{\varepsilon_x\varepsilon_z})}\sum_{m\ \rm odd}\frac1{m^3}.$$

The odd terms sum to $(1-\frac18)\zeta(3)$, because the even terms are one eighth of the full series. Hence

$$B=\frac{7\zeta(3)P^2}{\pi^3\varepsilon_0(\varepsilon_s+\sqrt{\varepsilon_x\varepsilon_z})}=21.1\ \text{(mJ/m²)/nm}.$$

A real-space integral with the logarithmic potential of line charges reproduced this coefficient to one part in a million.

The optimum is $w_0=\sqrt{2000/21.1}=9.74$ nm, the period 19.5 nm, and the energy $f_0=2\sqrt{2000\times21.1}=411$ mJ/m². The one-percent lengths are

- sharp threshold: $3.473\times19.47=67.6$ nm;
- envelope: $3.527\times19.47=68.7$ nm;
- count one away from the best: $10.49\times19.47=204$ nm.

A tuned one-period box may have any length from 16.9 to 22.4 nm. Multiplying this window by three shows that three periods suffice from 50.7 to 67.3 nm; four periods take over at 67.6 nm. The last band of failing boxes is thus only about 0.3 nm wide, and its greatest error is 1.04 percent. Most boxes somewhat shorter than the threshold are also accurate.

## What the energy law leaves out

Smooth walls with profile $P\tanh(x/\delta)$ weaken the high harmonics of the face charge. The Fourier transform of the wall's $\operatorname{sech}^2$ derivative multiplies $\rho_m$ by $u/\sinh u$, with $u=\pi k_m\delta/2$. Coupling of the faces replaces $\sqrt{\varepsilon_x\varepsilon_z}$ by $\sqrt{\varepsilon_x\varepsilon_z}\coth(q_md/2)$, since the potential is then a hyperbolic sine about the midplane. With $\delta=0.5$ nm and the wall energy held fixed, the optimum width becomes 9.62 nm and the energy 404 mJ/m². Coupling contributes little: $q_1d\approx10$, so the hyperbolic cotangent differs from one by less than $10^{-4}$.

The energy shift of 1.7 percent exceeds the tolerance set for the box. The two errors are distinct, however: the box error compares a strained pattern with the optimum of the same model. In the fuller model its one-percent length is 66.9 nm, and from 68.7 nm upward its largest excess is 0.65 percent.

Linear dielectric response is a weaker assumption. In the linear model, the normal component of the depolarizing field just inside a face is

$$E=\frac{P}{\varepsilon_0\varepsilon_z}\,\frac{\sqrt{\varepsilon_x\varepsilon_z}}{\varepsilon_s+\sqrt{\varepsilon_x\varepsilon_z}}=2.46\ \text{MV/cm}.$$

For a Landau energy $-aP^2/2+bP^4/4$, the curvature at the minimum is $2a=1/[\varepsilon_0(\varepsilon_z-1)]$. The opposing field $aP-bP^3$ that the polarization can withstand is greatest at $1/\sqrt3$ of its equilibrium value. This gives an intrinsic switching field $2aP/(3\sqrt3)=2.79$ MV/cm, with $P$ the equilibrium polarization. The two values are close enough to make linear response doubtful at the face. They do not show that the face is about to switch, because the depolarizing field itself weakens as the polarization falls. At the same field, the polarization falls by 27 percent instead of the linear 17 percent. Applying the corresponding softer permittivity, 62.5, throughout the layer moves the sharp length to 69.1 nm. This one-pass estimate probably overstates the shift, since it uses the unrelaxed field and softens the whole layer as much as the face.

The parameters are round values, roughly typical of a tetragonal perovskite ferroelectric between paraelectric perovskites near room temperature. Another assumption at risk in such a structure is the constant outer permittivity. The normal field outside a face is $P/[\varepsilon_0(\varepsilon_s+\sqrt{\varepsilon_x\varepsilon_z})]\approx1.6$ MV/cm, and the polarization of highly polarizable paraelectrics tends to saturate in strong fields, so their permittivity falls. For Landau coefficients like those of SrTiO$_3$, the ratio of polarization to field at this strength is already about half its zero-field value, so for such outer layers the halving considered below is the expected case and the example lies outside the linear regime. Near the walls the in-plane field is larger still, and for ideally sharp walls it diverges logarithmically at the face, so a constant $\varepsilon_x$ is doubtful there too. Halving $\varepsilon_s$ would reduce every length by about 23 percent, because $w_0\propto B^{-1/2}$. The linear estimate of the field in the layer would rise to about 4.2 MV/cm, beyond the switching field. This signals a large nonlinear drop of the polarization at the face, but it does not show switching, because the field weakens as the polarization falls. The lengths in nanometres are thus model values. The lengths in natural periods require only the form $A/w+Bw$. Free-carrier screening is a further omission; the potential swing between neighbouring domains is 1.12 V, below a rough oxide band gap of 3 eV, so the swing alone does not bring the valence and conduction bands into overlap.

The reference energy also matters. The Landau well depth times $d$ is 1810 mJ/m², and the domain energy is 23 percent of it. One percent of $f_0$, about 4 mJ/m², is then some 0.3 percent of the net energy $-1810+411$ mJ/m². A tolerance on the total energy is therefore looser than the same percentage on the domain energy.

Finally, a pair of wall patches of height $d$ and length $w_0$ costs $2\sigma dw_0=243$ eV, against a thermal energy of 0.026 eV at 300 K. This is an energy scale, not a calculated barrier, but it suggests that thermal fluctuations will not readily correct a wrong count. If the count cannot be checked by comparing runs with neighbouring values of $n$, the 204 nm length covers an error of one period and no more. A relaxation started from noise can freeze at a stripe width set by its kinetics; the count error then grows in proportion to the box, and no box length removes it. The count should be imposed in the starting pattern or checked. The numerical output below lists the main values used here.

## Numbers as computed

```
polarization P = 50 uC/cm2
wall energy sigma = 100 mJ/m2
layer thickness d = 20 nm
relative permittivities x, z, outside = 100, 40, 300
A = 2000 (mJ/m2) nm
B = 21.094 (mJ/m2)/nm
optimum width w0 = 9.737 nm
natural period 2 w0 = 19.474 nm
optimum energy f0 = 410.8 mJ/m2
tie of n=1 and n=2: r = 1.4142 periods, L = 27.54 nm, excess = 6.066 %
tie of n=2 and n=3: r = 2.4495 periods, L = 47.70 nm, excess = 2.062 %
tie of n=3 and n=4: r = 3.4641 periods, L = 67.46 nm, excess = 1.036 %
tie of n=4 and n=5: r = 4.4721 periods, L = 87.09 nm, excess = 0.623 %
tie of n=5 and n=6: r = 5.4772 periods, L = 106.67 nm, excess = 0.416 %
energy tolerance = 1.0 %
quick estimate 1/(8r^2): r = 3.5355 periods, L = 68.85 nm
envelope bound: r = 3.5267 periods, L = 68.68 nm
sharp threshold: n = 4, r = 3.4729 periods, L = 67.63 nm
sharp threshold in widths: L/w0 = 6.946
allowed w/w0 at tolerance = 0.8682 to 1.1518
one-period box allowed: L = 16.91 to 22.43 nm
count one off: r = 10.488 periods, L = 204.2 nm
ratio of one-off length to sharp length = 3.02
wall profile half-width delta = 0.5 nm
fuller energy: optimum width = 9.621 nm
fuller energy: optimum energy = 403.8 mJ/m2
fuller energy: one-percent length = 66.9 nm
fuller energy: worst excess from envelope length up = 0.65 %
depolarizing field at face = 2.46 MV/cm
intrinsic switching field = 2.79 MV/cm
polarization drop at face, linear = 17.0 %
polarization drop at face, quartic Landau = 26.8 %
softened permittivity along z = 62.5
sharp length with softened permittivity = 69.1 nm
potential swing between domains at a face = 1.12 V
Landau well depth times d = 1810 mJ/m2
domain energy / well depth = 0.227
wall-pair patch of length w0 = 243 eV
thermal energy at 300 K = 0.0259 eV
```
